\section*{Counting the strong hyperfine components of iodine molecular lines}

\section*{Problem}

The iodine molecule contains two identical nuclei of spin $i=5/2$. Its electronic ground state is of type $0_g^+$: the electronic angular momentum along the molecular axis is zero, and the electronic wavefunction is unchanged both by inversion of the electrons through the molecular centre ($g$) and by reflection in a plane containing the axis ($+$). Visible light excites it to a state of type $0_u^+$, which changes sign under the inversion ($u$). A line is labelled by the rotational quantum number $J$ of the lower state; the upper state has $J'$.

Let $\mathbf I=\mathbf I_1+\mathbf I_2$ be the total nuclear spin and $\mathbf F=\mathbf J+\mathbf I$ the total angular momentum, all in units of $\hbar$. There is no external field, so a level with given $F$ keeps its $2F+1$ orientations at one energy and counts once.

\begin{enumerate}
\item[(a)] Find which nuclear spin states may accompany even $J$ and which odd $J$ in the ground state.
\item[(b)] Count these spin states and sort them by $I$.
\item[(c)] Find the number of hyperfine levels for each $J$, including small $J$.
\item[(d)] Show that at large $J$ a line has 15 strong hyperfine components if $J$ is even and 21 if $J$ is odd.
\item[(e)] The hyperfine energy, divided by Planck's constant, is modelled by
\begin{equation}
H=\sum_{k=1}^{2}\frac{eqQ}{4i(2i-1)}\left[3(\mathbf I_k\cdot\mathbf n)^2-i(i+1)\right]+C\,\mathbf I\cdot\mathbf J ,
\label{H}
\end{equation}
where $\mathbf n$ is the unit vector along the axis, $eqQ$ the quadrupole coupling and $C$ the spin-rotation constant. Find the pattern of the components at large $J$. Evaluate it for $J=60\to61$ with the round model values $eqQ=-2000$ MHz, $C=0.005$ MHz in the lower state and $eqQ=-500$ MHz, $C=0.05$ MHz in the upper state.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The exchange condition}

Nuclei of half-integer spin are fermions, so exchanging the two nuclei, positions and spins together, must reverse the sign of the total wavefunction. We write this function as a product of electronic, vibrational, rotational and nuclear spin parts and follow each factor.

The vibrational part depends on the distance between the nuclei, which exchange does not alter. Its factor is $+1$.

The rotational part is $Y_{JM}(\mathbf n)$, and exchange turns $\mathbf n$ into $-\mathbf n$. For $M=J$ the function is proportional to $(n_x+\mathrm i n_y)^J$, which acquires $(-1)^J$. The other $M$ follow by applying the lowering operator of rotation. That operator commutes with $\mathbf n\to-\mathbf n$, so every $Y_{JM}$ acquires the same factor $(-1)^J$.

The electronic part is attached to the axis, so it must be followed too. Replacing $\mathbf n$ by $-\mathbf n$ while the electrons stay in place turns the electronic function by $180^\circ$ about a direction perpendicular to the axis. Such a turn equals a reflection in a plane containing the axis, followed by inversion: with the axis along $z$,
\begin{equation}
(x,y,z)\to(x,-y,z)\to(-x,y,-z),
\end{equation}
which is the half turn about $y$. The reflection gives $+1$ for a $0^+$ state. The inversion gives $+1$ for $g$ and $-1$ for $u$.

Let $s=\pm1$ be the factor of the nuclear spin part. The fermion condition becomes
\begin{align}
0_g^+:&\qquad (-1)^J s=-1, \label{g}\\
0_u^+:&\qquad -(-1)^{J'} s'=-1. \label{u}
\end{align}
In the ground state even $J$ therefore requires $s=-1$, an antisymmetric spin state, and odd $J$ requires $s=+1$, a symmetric one.

\subsection*{(b) Counting and sorting the spin states}

Each nucleus has $2i+1=6$ projections, so there are $36$ products $|m_1,m_2\rangle$. Six of them have $m_1=m_2$ and are symmetric. The remaining $30$ form $15$ pairs, and each pair gives one symmetric and one antisymmetric combination,
\begin{equation}
\frac{|m_1,m_2\rangle\pm|m_2,m_1\rangle}{\sqrt2}.
\end{equation}
Hence
\begin{align}
N_{\rm antisym}&=\frac{(2i+1)\,2i}{2}=i(2i+1)=15,\\
N_{\rm sym}&=i(2i+1)+(2i+1)=(i+1)(2i+1)=21 .
\end{align}

To sort them by $I$, note that the operator lowering the projection of $\mathbf I$ is $I_{1-}+I_{2-}$. It is symmetric in the nuclei, so all states of one multiplet have the same exchange symmetry. We descend through the projections $M_I=m_1+m_2$ and count the states of each symmetry:
\begin{center}
\begin{tabular}{cccc}
$M_I$ & symmetric & antisymmetric & new multiplet\\ \hline
5 & 1 & 0 & $I=5$, symmetric\\
4 & 1 & 1 & $I=4$, antisymmetric\\
3 & 2 & 1 & $I=3$, symmetric\\
2 & 2 & 2 & $I=2$, antisymmetric\\
1 & 3 & 2 & $I=1$, symmetric\\
0 & 3 & 3 & $I=0$, antisymmetric
\end{tabular}
\end{center}
Each row contains one state from every multiplet already found above it. The one state left over starts a new multiplet with $I=M_I$, and its symmetry is that of the column which has grown. The dimensions $2I+1$ agree with the count:
\begin{align}
I=0,2,4:&\quad 1+5+9=15,\\
I=1,3,5:&\quad 3+7+11=21 .
\end{align}

\subsection*{(c) Hyperfine levels}

For given $J$ and $I$, $F$ runs in unit steps from $|J-I|$ to $J+I$. The number of values is
\begin{equation}
J+I-|J-I|+1=\min(2I+1,\,2J+1).
\end{equation}
The number of levels is the sum of this over the allowed $I$:
\begin{equation}
N(J)=\sum_{I}\min(2I+1,2J+1),\qquad
I=\begin{cases}0,2,4 & J\ \text{even},\\ 1,3,5 & J\ \text{odd}.\end{cases}
\label{N}
\end{equation}
If $J$ is at least as large as the largest allowed $I$, every term is $2I+1$. This gives 15 levels for even $J\ge4$ and 21 for odd $J\ge5$. Below these limits the number is smaller:
\begin{align}
N(0)&=1+1+1=3, & N(1)&=3+3+3=9,\\
N(2)&=1+5+5=11, & N(3)&=3+7+7=17 .
\end{align}

Within the single level $J=0$ both terms of \eqref{H} vanish: the axis has no preferred direction and $\mathbf J=0$. The three levels $F=0,2,4$ then coincide in energy as long as different $J$ are not mixed; they are counted separately because their $F$ differs. The quadrupole term also couples $J=0$ to $J=2$, and for a rotational constant near $1100$ MHz, as in iodine, and $eqQ=-2000$ MHz this separates the three levels by tens of MHz.

The quadrupole term in \eqref{H} does not conserve $I$; it mixes multiplets having the same $F$. It is, however, symmetric in the two nuclei and, acting within one $J$, cannot mix $s=+1$ with $s=-1$. Mixing changes the composition and energy of levels but not how many states there are with each $F$. The count \eqref{N} therefore needs no pure $I$.

\subsection*{(d) From levels to strong components}

Levels of both states matter for a line, so we need to know which lower level is joined to which upper one.

\paragraph{What the light can change.} The electric dipole moment acts on the electrons. Between two states with zero electronic angular momentum along the axis, its electronic matrix element can point only along the axis, so it has the form $\mu\,\mathbf n$. It contains no nuclear spin. Acting on $Y_{JM}$, the vector $\mathbf n$ can lead to $J-1$, $J$ or $J+1$. Being odd under $\mathbf n\to-\mathbf n$, it must change the sign $(-1)^J$, which leaves
\begin{equation}
J'=J\pm1 .
\end{equation}
Then $-(-1)^{J'}=(-1)^J$, and \eqref{u} becomes $(-1)^Js'=-1$. Comparison with \eqref{g} gives $s'=s$. The upper levels reached from even $J$ thus have the same 15 spin states, and those reached from odd $J$ the same 21.

\paragraph{What $F-J$ means.} Set $F=J+k$. Squaring $\mathbf F=\mathbf J+\mathbf I$ gives
\begin{equation}
(J+k)(J+k+1)=J(J+1)+2\,\mathbf I\cdot\mathbf J+\mathbf I^2 .
\end{equation}
The left side is $J(J+1)+2Jk+k(k+1)$. Subtracting $J(J+1)$ and dividing by $2J$,
\begin{equation}
\frac{\mathbf I\cdot\mathbf J}{J}=k+\frac{k(k+1)-\mathbf I^2}{2J}.
\end{equation}
Since $k$ and $I$ do not exceed 5, the last term vanishes as $J$ grows. At large $J$, $k=F-J$ is the projection of the nuclear spin on the direction of $\mathbf J$:
\begin{equation}
F-J=m_1+m_2 ,
\end{equation}
with $m_1,m_2$ now measured along $\mathbf J$.

\paragraph{The strong partner.} Part (e) shows that at leading order in $1/J$ the quadrupole energy is diagonal in $m_1,m_2$ and depends on $m_1^2+m_2^2$. At fixed $k=m_1+m_2$,
\begin{equation}
m_1^2+m_2^2=\tfrac12\left[k^2+(m_1-m_2)^2\right],
\label{distinct}
\end{equation}
so two different unordered pairs with the same $k$ have different energies. Each level is therefore one symmetrized (or antisymmetrized) pair $\{m_1,m_2\}$, in the lower and the upper state alike. The light leaves the spins in place and, by adding one unit to a large $\mathbf J$, tilts its direction only by an angle of order $1/J$. To leading order the pair is unchanged, hence so is $k$:
\begin{equation}
F'-F=J'-J .
\label{rule}
\end{equation}
Each lower level has one strong partner. There are 15 allowed pairs $\{m_1,m_2\}$ for even $J$ and 21 for odd $J$, so these are the numbers of strong components.

The tilt gives the other components allowed by $F'-F=0,\pm1$ amplitudes of order $1/J$ or smaller, and so strengths of order $1/J^2$ or smaller. Spin rotation adds a small part that does not fall with $J$: at fixed $F$ and $J$, the operator $\mathbf I\cdot\mathbf J$ contains $-\mathbf I^2/2$, which mixes pairs of equal $k$. This mixing is small when $C\,\mathbf I^2$ is small compared with the quadrupole spacing between the pairs; for the values in part (e) it contributes strengths below $10^{-4}$ of the strongest component. The other components are therefore weak at large $J$, not forbidden.

\paragraph{The limit of small $J$.} We count how many lower levels can each be given an upper partner of their own obeying \eqref{rule}, using $I$ as a label and pairing levels of equal $I$ and $k$. (Because $I$ is mixed, other levels of equal $k$ are connected too, so all pairs obeying \eqref{rule} are more numerous, 29 for $4\to5$ and for $60\to61$; at large $J$ the extra ones are weak.) For given $I$, $k$ runs from $|J-I|-J$ to $I$. If $J\ge I$ this starts at $-I$; if $J<I$ it starts at $I-2J$. The range for the smaller of $J,J'$, called $J_<$, lies inside the range for the larger, so the number of pairs is
\begin{equation}
\sum_I\min(2I+1,2J_<+1).
\end{equation}
For $J=4\to5$ this is 15, but for $4\to3$ it is $1+5+7=13$. Likewise $5\to6$ has 21 and $5\to4$ has $3+7+9=19$. The full pair count thus requires $J_<\ge4$ for even $J$ and $J_<\ge5$ for odd $J$. Near these limits $1/J$ is not small, and a clear division into strong and weak components is not assured.

\subsection*{(e) The pattern of the components}

\paragraph{Energy at large $J$.} The prefactor in \eqref{H} is chosen so that a nucleus with its largest projection on $\mathbf n$ has energy $eqQ/4$, because $3i^2-i(i+1)=i(2i-1)$. In a rotating molecule the axis turns in the plane normal to $\mathbf J$. With $z$ along $\mathbf J$, $\mathbf n=(\cos\varphi,\sin\varphi,0)$ and
\begin{equation}
(\mathbf I_k\cdot\mathbf n)^2=I_{kx}^2\cos^2\varphi+I_{ky}^2\sin^2\varphi+(I_{kx}I_{ky}+I_{ky}I_{kx})\cos\varphi\sin\varphi .
\end{equation}
Rotation is fast compared with the hyperfine motion, so we average over $\varphi$. The squares average to $1/2$ and the cross term to zero:
\begin{equation}
\overline{(\mathbf I_k\cdot\mathbf n)^2}=\frac{I_{kx}^2+I_{ky}^2}{2}=\frac{i(i+1)-m_k^2}{2}.
\end{equation}
Insertion in the bracket of \eqref{H} gives
\begin{equation}
\tfrac32\left[i(i+1)-m_k^2\right]-i(i+1)=-\tfrac12\left[3m_k^2-i(i+1)\right].
\end{equation}
The spin-rotation term is $CJ(m_1+m_2)$ at the same order. With $8i(2i-1)=80$ and $2i(i+1)=35/2$,
\begin{equation}
E\simeq-\frac{eqQ}{80}\left[3(m_1^2+m_2^2)-\frac{35}{2}\right]+CJ(m_1+m_2).
\label{E}
\end{equation}

\paragraph{Six groups.} The quadrupole part depends on $|m_1|$ and $|m_2|$, each of which is $1/2$, $3/2$ or $5/2$. There are six unordered choices.

If $|m_1|=|m_2|=a$, the antisymmetric states contain only the combination of $(a,-a)$ with $(-a,a)$: one component. The symmetric states contain $(a,a)$, $(-a,-a)$ and the symmetric combination of $(a,-a)$ with $(-a,a)$: three components. If $|m_1|\ne|m_2|$, the four choices of sign give four components in either case. Thus
\begin{align}
J\ \text{even}:&\quad 3\cdot1+3\cdot4=15,\\
J\ \text{odd}:&\quad 3\cdot3+3\cdot4=21,
\end{align}
which recovers the count and shows where the six extra components lie: two in each group with $|m_1|=|m_2|$.

\paragraph{Numbers.} The offset of a component from the line without hyperfine structure is the upper energy minus the lower. The change in $eqQ$ is $-500-(-2000)=1500$ MHz, so the quadrupole coefficient is $-1500/80=-18.75$ MHz. The spin-rotation coefficient is $0.05\cdot61-0.005\cdot60=2.75$ MHz. Hence
\begin{equation}
\frac{\Delta}{\rm MHz}\simeq-18.75\left[3(m_1^2+m_2^2)-17.5\right]+2.75\,(m_1+m_2).
\label{offset}
\end{equation}
For the pair $(5/2,-5/2)$, $m_1^2+m_2^2=12.5$ and $\Delta\simeq-18.75\cdot20=-375.0$ MHz. For $(5/2,3/2)$ the sum of squares is $8.5$ and $\Delta\simeq-18.75\cdot8+2.75\cdot4=-139.0$ MHz.

These can be compared with a diagonalization of \eqref{H} within each $J$, which treats the direction of $\mathbf n$ quantum mechanically instead of averaging over $\varphi$, and gives $-375.1$ and $-135.3$ MHz. The groups, with computed ranges in MHz, are:
\begin{center}
\begin{tabular}{ccccc}
$m_1^2+m_2^2$ & \multicolumn{2}{c}{$J=60\to61$} & \multicolumn{2}{c}{$J=61\to62$}\\ \hline
0.5 & 1 & $300$ & 3 & $289$ to $309$\\
2.5 & 4 & $177$ to $198$ & 4 & $161$ to $211$\\
4.5 & 1 & $74$ & 3 & $51$ to $100$\\
6.5 & 4 & $-55$ to $-21$ & 4 & $-56$ to $-22$\\
8.5 & 4 & $-165$ to $-135$ & 4 & $-184$ to $-117$\\
12.5 & 1 & $-375$ & 3 & $-399$ to $-352$
\end{tabular}
\end{center}
The groups do not overlap. The even line spans about $675$ MHz, but its closest components are only $1.9$ MHz apart ($1.7$ MHz for the odd line). These digits belong to the diagonalization within one $J$: with rotational constants of the size found in iodine (about $1100$ MHz below, $700$ to $900$ MHz above), the coupling to $J\pm2$ shifts components by up to $0.7$ MHz, moves $-135.3$ to $-134.8$ MHz and widens the closest spacings to $2.2$ and $2.0$ MHz. Seeing all 15 or 21 separately requires narrower lines than that; with a linewidth of about $50$ MHz only the six groups can be told apart, and much broader lines merge these too.

Formula \eqref{offset} places the groups well but not every component inside them. Its largest error for $J=60$ is $8.9$ MHz, and in the group near $-150$ MHz it reverses the order of the components with $F-J=1$ and $-1$. For $J=120$ the largest error is $4.6$ MHz, about half, as expected when the neglected quadrupole term, of order $eqQ/J$, dominates the error. (Spin rotation leaves a smaller error that does not fall with $J$. It comes from the neglected part $C[k(k+1)-\mathbf I^2]/2$, whose change between the two states is below $0.7$ MHz here, since $\mathbf I^2$ does not exceed 30.) For $J=61$ the largest error of \eqref{offset} is larger, $22.8$ MHz.

\paragraph{Strengths.} The computed strengths allow the count to be made without assuming \eqref{rule}. Taking as strong every component above one tenth of the strongest, one finds 15 for $J=60$ and 21 for $J=61$, for both $J'=J+1$ and $J'=J-1$, and all of them obey \eqref{rule}. For $60\to61$ they carry $99.87\,\%$ of the line strength. The weakest strong component has $0.877$ of the strength of the strongest, and the strongest weak one about $0.001$: the threshold lies in a wide gap.

The value $0.877$ has a simple origin. The light does not act on the spins, and the total strength from a rotational state, summed over final states and polarizations, does not depend on its orientation. Every one of the $2F+1$ states of a lower level therefore has the same total strength. As nearly all of it goes to the strong partner, the strong components are nearly proportional to $2F+1$. The extremes $F=56$ and $F=64$ give $113/129=0.876$.

\paragraph{Mixing of $I$.} In the lower state with $J=60$ there is a level in which no single $I$ has a weight above $0.381$. Labelling the strong components by $I$ would thus be misleading here, although adding the multiplicities $2I+1$ gives their number correctly.

\paragraph{Where the count would change.} If the two spin-$5/2$ nuclei could be told apart, the exchange condition would be absent, and all $15+21=36$ spin states would accompany every $J$. Model \eqref{H} omits the direct interaction between the nuclear spins, and its diagonalization within each $J$ omits the hyperfine mixing of different $J$. Both effects are symmetric under exchange of the nuclei and, when small, shift the components without changing their number. A coupling strong enough to mix $g$ and $u$ electronic states lies outside the model: the total wavefunction would still be antisymmetric, but $s$ would no longer be fixed by $J$ alone.

The numerical output lists the offsets of all 15 strong components of $60\to61$, the level counts up to $J=7$ and a summary of the strengths.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear spin i = 2.5 ; spin states in all: 36
Antisymmetric: I = [0, 2, 4] states: 15
Symmetric:     I = [1, 3, 5] states: 21
Lower eqQ, C (MHz): -2000.0 0.005
Upper eqQ, C (MHz): -500.0 0.05
Hyperfine levels at small J (lower state):
  J = 0: 3 levels
  J = 1: 9 levels
  J = 2: 11 levels
  J = 3: 17 levels
  J = 4: 15 levels
  J = 5: 21 levels
  J = 6: 15 levels
  J = 7: 21 levels
Pairs with F'-F = J'-J near the limit:
  J = 4 -> 5: 15 pairs
  J = 4 -> 3: 13 pairs
  J = 5 -> 6: 21 pairs
  J = 5 -> 4: 19 pairs
  J = 6 -> 5: 15 pairs
  J = 7 -> 6: 21 pairs
Line 60 -> 61: 15 strong components, share of strength 99.874 %
  relative strength: weakest strong 0.877, strongest weak 1.18e-03
Line 61 -> 62: 21 strong components, share of strength 99.824 %
  relative strength: weakest strong 0.851, strongest weak 2.28e-03
Line 60 -> 59: 15 strong components, share of strength 99.870 %
  relative strength: weakest strong 0.875, strongest weak 1.22e-03
Line 61 -> 60: 21 strong components, share of strength 99.819 %
  relative strength: weakest strong 0.848, strongest weak 2.38e-03
Smallest leading I weight, lower J = 60: 0.381
Line 60 -> 61: F-J, offset (MHz), large-J formula (MHz)
    0   -375.07   -375.00
   -4   -164.98   -161.00
    1   -151.17   -147.25
   -1   -149.25   -152.75
    4   -135.32   -139.00
   -3    -54.62    -45.75
   -2    -44.54    -43.00
    2    -31.54    -32.00
    3    -21.15    -29.25
    0     74.48     75.00
   -2    177.22    182.00
   -1    179.44    184.75
    1    194.32    190.25
    2    197.62    193.00
    0    299.70    300.00
Groups: m1^2+m2^2, components and range (MHz), even; odd
   0.5: 1, 299.7 to 299.7; 3, 289.1 to 309.3
   2.5: 4, 177.2 to 197.6; 4, 161.3 to 211.1
   4.5: 1, 74.5 to 74.5; 3, 50.8 to 100.4
   6.5: 4, -54.6 to -21.2; 4, -56.3 to -22.4
   8.5: 4, -165.0 to -135.3; 4, -184.0 to -117.3
  12.5: 1, -375.1 to -375.1; 3, -398.5 to -352.0
Largest formula error (MHz): J=60 8.87, J=61 22.84, J=120 4.56
Smallest line separation (MHz): J=60 1.92, J=61 1.71
\end{verbatim}
